# Transverse Conductivity of Aligned Vias and Its Saturation: a program that tests the result

```python
"""Transverse heat conduction through a square array of parallel round vias.

Result under test: k_perp = k_m (1 + 2 beta f) + O(f^2), with
    beta = (k_v - k_m)/(k_v + k_m),  f = area fraction of the vias,
and, for every k_v and every non-touching array,
    k_perp <= k_m (1 + 2 f/(1 - s)),  s = (via diameter / pitch)^2.
k_v, k_m: via and matrix conductivities; contrast = k_v/k_m.
Perfect thermal contact and steady Fourier conduction are assumed.
The finite-element cell solver uses none of these formulas.
"""
import numpy as np
import sympy as sp
from scipy.constants import micro
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve


def solve_cell(diameter_ratio, contrast, n):
    """Linear finite elements on a quarter cell of side 1 (half a pitch).

    T = 0 at x = 0, T = 1 at x = 1, no flux through y = 0 and y = 1.
    Returns k_perp/k_m and the mean via gradient over the applied one.
    """
    theta = np.linspace(0, np.pi / 2, 2 * n + 1)
    edge = 1 / np.maximum(np.cos(theta), np.sin(theta))
    n_inside = n // 2
    inside = np.linspace(0, diameter_ratio, n_inside + 1)[:, None]
    inside = inside * np.ones_like(theta)
    t = np.arange(1, 2 * n + 1)[:, None] / (2 * n)
    outside = diameter_ratio * (edge / diameter_ratio) ** t
    r = np.vstack([inside, outside])
    x = (r * np.cos(theta)).ravel()
    y = (r * np.sin(theta)).ravel()

    ids = np.arange(r.size).reshape(r.shape)
    p00, p10 = ids[:-1, :-1], ids[1:, :-1]
    p11, p01 = ids[1:, 1:], ids[:-1, 1:]
    tri = np.concatenate([np.stack([p00, p10, p11], -1).reshape(-1, 3),
                          np.stack([p00, p11, p01], -1).reshape(-1, 3)])
    ring = np.repeat(np.arange(r.shape[0] - 1), r.shape[1] - 1)
    in_via = np.tile(ring, 2) < n_inside

    xt, yt = x[tri], y[tri]
    b = np.roll(yt, -1, axis=1) - np.roll(yt, -2, axis=1)
    c = np.roll(xt, -2, axis=1) - np.roll(xt, -1, axis=1)
    area = 0.5 * np.sum(xt * b, axis=1)
    keep = area > 1e-14          # drops collapsed triangles at the centre
    tri, b, c = tri[keep], b[keep], c[keep]
    area, in_via = area[keep], in_via[keep]

    k = np.where(in_via, contrast, 1.0)
    local = (b[:, :, None] * b[:, None, :] + c[:, :, None] * c[:, None, :])
    local = local * (k / (4 * area))[:, None, None]
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    stiffness = coo_matrix((local.ravel(), (rows, cols)),
                           shape=(r.size, r.size)).tocsr()

    temperature = np.where(x > 1 - 1e-12, 1.0, 0.0)
    is_fixed = (x < 1e-12) | (x > 1 - 1e-12)
    free = np.flatnonzero(~is_fixed)
    load = -(stiffness @ temperature)[free]
    temperature[free] = spsolve(stiffness[free][:, free].tocsc(), load)
    k_perp = temperature @ (stiffness @ temperature)
    gradient = np.sum(b * temperature[tri], axis=1) / (2 * area)
    via_gradient = np.sum((gradient * area)[in_via]) / np.sum(area[in_via])
    return np.array([k_perp, via_gradient])


def cell(diameter_ratio, contrast):
    """Remove the leading, second-order mesh error with two meshes."""
    coarse = solve_cell(diameter_ratio, contrast, 24)
    fine = solve_cell(diameter_ratio, contrast, 48)
    return (4 * fine - coarse) / 3


def axial_conductivity(k_map, layers):
    """Three-dimensional finite volumes between isothermal end faces."""
    k = np.repeat(k_map[:, :, None], layers, axis=2)
    ids = np.arange(k.size).reshape(k.shape)
    rows, cols, links = [], [], []
    for axis in range(3):
        m = k.shape[axis]
        low = np.take(ids, np.arange(m - 1), axis=axis).ravel()
        high = np.take(ids, np.arange(1, m), axis=axis).ravel()
        k1, k2 = k.ravel()[low], k.ravel()[high]
        link = 2 * k1 * k2 / (k1 + k2)
        rows += [low, high]
        cols += [high, low]
        links += [link, link]
    graph = coo_matrix((np.concatenate(links),
                        (np.concatenate(rows), np.concatenate(cols))),
                       shape=(k.size, k.size)).tocsr()
    ends = np.zeros(k.size)
    source = np.zeros(k.size)
    bottom, top = ids[:, :, 0].ravel(), ids[:, :, -1].ravel()
    ends[bottom] += 2 * k.ravel()[bottom]
    ends[top] += 2 * k.ravel()[top]
    source[top] = 2 * k.ravel()[top]
    diagonal = np.asarray(graph.sum(axis=1)).ravel() + ends
    temp = spsolve((diags(diagonal) - graph).tocsc(), source)
    heat = np.sum(2 * k.ravel()[top] * (1 - temp[top]))
    return heat * layers / k_map.size


def beta_of(contrast):
    return (contrast - 1) / (contrast + 1)


def fraction_of(diameter_ratio):
    return np.pi * diameter_ratio ** 2 / 4


def dilute(diameter_ratio, contrast):
    return 1 + 2 * beta_of(contrast) * fraction_of(diameter_ratio)


def bounds(diameter_ratio, contrast):
    be, f, s = beta_of(contrast), fraction_of(diameter_ratio), diameter_ratio**2
    return 1 / (1 - 2 * be * f / (1 + be * s)), 1 + 2 * be * f / (1 - be * s)


# Coated disc: solve the interface conditions, then integrate dissipation.
a, R, kv, km, rad, ang = sp.symbols("a R k_v k_m r theta", positive=True)
A, B, C = sp.symbols("A B C")
sol = sp.solve([A * a - B * a - C / a,
                kv * A - km * (B - C / a**2),
                B * R + C / R - R], [A, B, C], dict=True)[0]


def dissipation(field, conductivity, r1, r2):
    density = sp.diff(field, rad)**2 + (sp.diff(field, ang) / rad)**2
    angular = sp.integrate(sp.expand(density * rad), (ang, 0, 2 * sp.pi))
    return conductivity * sp.integrate(sp.expand(angular), (rad, r1, r2))


total = (dissipation(-A * rad * sp.cos(ang), kv, 0, a)
         + dissipation(-(B * rad + C / rad) * sp.cos(ang), km, a, R))
kc_direct = (total / (sp.pi * R**2)).subs(sol)
beta_sym = (kv - km) / (kv + km)
s_sym = a**2 / R**2
kc_formula = km * (1 + beta_sym * s_sym) / (1 - beta_sym * s_sym)
assert sp.simplify(kc_direct - kc_formula) == 0
# An infinitely distant outer edge gives the isolated via.
w = sp.symbols("w", positive=True)
A_isolated = sp.simplify(sp.together(sol[A].subs(R, 1 / w))).subs(w, 0)
C_isolated = sp.simplify(sp.together(sol[C].subs(R, 1 / w))).subs(w, 0)
assert sp.simplify(A_isolated - 2 * km / (kv + km)) == 0
assert sp.simplify(C_isolated + beta_sym * a**2) == 0

# Both bounds have the same initial slope in the area fraction.
f_s, be_s = sp.symbols("f beta")
upper_s = 1 + 2 * be_s * f_s / (1 - be_s * 4 * f_s / sp.pi)
lower_s = 1 / (1 - 2 * be_s * f_s / (1 + be_s * 4 * f_s / sp.pi))
for expression in (upper_s, lower_s):
    slope = sp.diff(expression, f_s).subs(f_s, 0)
    assert sp.simplify(slope - 2 * be_s) == 0

# Finite elements against bounds, dilute law and the averaging identity.
HUGE = 1e6
contrasts = (0.01, 3.0, 19.0, 100.0, 1000.0, HUGE)
numerical = {}
for ratio in (0.1, 0.2, 0.6):
    f = fraction_of(ratio)
    previous = 0.0
    for contrast in contrasts:
        k_num, g_num = cell(ratio, contrast)
        numerical[ratio, contrast] = (k_num, g_num)
        low, high = bounds(ratio, contrast)
        assert low < k_num < high
        assert k_num > dilute(ratio, contrast)
        assert k_num > previous
        previous = k_num
        # Remaining mesh error is far below one part in a thousand.
        identity = f * (contrast - 1) * g_num
        assert abs(identity / (k_num - 1) - 1) < 1e-3
    assert numerical[ratio, HUGE][0] < 1 + 2 * f / (1 - ratio**2)

# The relative error of the dilute gain must shrink in proportion to f.
for contrast in (0.01, 3.0, 100.0, HUGE):
    errors = []
    for ratio in (0.2, 0.1):
        gain = numerical[ratio, contrast][0] - 1
        errors.append(gain / (dilute(ratio, contrast) - 1) - 1)
    assert abs(errors[0] / errors[1] - 4) < 0.2

# Via gradient, saturated flux and fraction of the ceiling at small f.
f_small = fraction_of(0.1)
for contrast in contrasts:
    g_num = numerical[0.1, contrast][1]
    assert abs(g_num * (contrast + 1) / 2 - 1) < 1.3 * f_small
assert abs(HUGE * numerical[0.1, HUGE][1] - 2) < 3 * f_small
for contrast in (3.0, 19.0, 100.0):
    share = ((numerical[0.1, contrast][0] - 1)
             / (numerical[0.1, HUGE][0] - 1))
    assert abs(share / beta_of(contrast) - 1) < f_small

# Axial law on a pixelated via, using its actual pixel area fraction.
grid = np.arange(12) - 5.5
mask = grid[:, None]**2 + grid[None, :]**2 < 16
for contrast in (3.0, 100.0, 1000.0):
    k_axial = axial_conductivity(np.where(mask, contrast, 1.0), 6)
    expected = 1 + mask.mean() * (contrast - 1)
    assert abs(k_axial / expected - 1) < 1e-8

# Worked example with round model parameters.
k_m, k_v = 2.0, 200.0
radius, pitch = 5 * micro, 50 * micro
G = 1.0e4
ratio = 2 * radius / pitch
f = np.pi * radius**2 / pitch**2
contrast = k_v / k_m
k_num, g_num = cell(ratio, contrast)
low, high = bounds(ratio, contrast)
k_dil = k_m * dilute(ratio, contrast)
k_par = k_m + f * (k_v - k_m)
g_via = G * 2 * k_m / (k_v + k_m)
k_v10 = 10 * k_v
k_dil10 = k_m * dilute(ratio, k_v10 / k_m)
k_par10 = k_m + f * (k_v10 - k_m)
assert low < k_num < high

print(f"matrix conductivity k_m = {k_m:.1f} W/(m K)")
print(f"via conductivity k_v = {k_v:.1f} W/(m K)")
print(f"via radius = {radius / micro:.1f} um")
print(f"pitch = {pitch / micro:.1f} um")
print(f"applied gradient G = {G:.1f} K/m")
print(f"area fraction f = {f:.6f} (dimensionless)")
print(f"diameter ratio squared s = {ratio**2:.4f} (dimensionless)")
print(f"beta = {beta_of(contrast):.6f} (dimensionless)")
print(f"dilute k_perp = {k_dil:.5f} W/(m K)")
print(f"lower bound on k_perp = {k_m * low:.5f} W/(m K)")
print(f"finite-element k_perp = {k_m * k_num:.5f} W/(m K)")
print(f"upper bound on k_perp = {k_m * high:.5f} W/(m K)")
print(f"dilute ceiling, k_v infinite = {k_m * (1 + 2 * f):.5f} W/(m K)")
print(f"rigorous ceiling, any k_v = "
      f"{k_m * (1 + 2 * f / (1 - ratio**2)):.5f} W/(m K)")
print(f"dilute in-plane gain = {100 * (k_dil / k_m - 1):.3f} percent")
print(f"isolated-via gradient = {g_via:.2f} K/m")
print(f"finite-element via gradient = {G * g_num:.2f} K/m")
print(f"isolated-via flux = {k_v * g_via:.1f} W/m^2")
print(f"flux limit 2 k_m G = {2 * k_m * G:.1f} W/m^2")
print(f"plain matrix flux k_m G = {k_m * G:.1f} W/m^2")
print(f"axial k_par = {k_par:.4f} W/(m K)")
print(f"tenfold via conductivity = {k_v10:.1f} W/(m K)")
print(f"dilute k_perp at tenfold k_v = {k_dil10:.5f} W/(m K)")
print(f"axial k_par at tenfold k_v = {k_par10:.4f} W/(m K)")
print(f"in-plane rise from tenfold k_v = "
      f"{100 * (k_dil10 / k_dil - 1):.3f} percent")
print(f"axial ratio from tenfold k_v = {k_par10 / k_par:.3f} (dimensionless)")
print("Saturation at the example geometry (all dimensionless):")
print("k_v/k_m, beta, dilute k_perp/k_m, finite-element k_perp/k_m")
for value in (3.0, 19.0, 100.0, 1000.0, HUGE):
    print(f"{value:.0f}, {beta_of(value):.6f}, {dilute(ratio, value):.6f}, "
          f"{numerical[0.2, value][0]:.6f}")
dense_low, dense_high = bounds(0.6, HUGE)
print(f"Dense array, diameter/pitch = {0.6:.1f}, k_v/k_m = {HUGE:.0f}:")
print(f"dense area fraction = {fraction_of(0.6):.5f} (dimensionless)")
print(f"dense dilute k_perp/k_m = {dilute(0.6, HUGE):.4f} (dimensionless)")
print(f"dense finite-element k_perp/k_m = "
      f"{numerical[0.6, HUGE][0]:.4f} (dimensionless)")
print(f"dense lower and upper bounds on k_perp/k_m = "
      f"{dense_low:.4f}, {dense_high:.4f} (dimensionless)")
print("PASS")
```

Printed output:

```
matrix conductivity k_m = 2.0 W/(m K)
via conductivity k_v = 200.0 W/(m K)
via radius = 5.0 um
pitch = 50.0 um
applied gradient G = 10000.0 K/m
area fraction f = 0.031416 (dimensionless)
diameter ratio squared s = 0.0400 (dimensionless)
beta = 0.980198 (dimensionless)
dilute k_perp = 2.12318 W/(m K)
lower bound on k_perp = 2.12600 W/(m K)
finite-element k_perp = 2.12709 W/(m K)
upper bound on k_perp = 2.12820 W/(m K)
dilute ceiling, k_v infinite = 2.12566 W/(m K)
rigorous ceiling, any k_v = 2.13090 W/(m K)
dilute in-plane gain = 6.159 percent
isolated-via gradient = 198.02 K/m
finite-element via gradient = 204.31 K/m
isolated-via flux = 39604.0 W/m^2
flux limit 2 k_m G = 40000.0 W/m^2
plain matrix flux k_m G = 20000.0 W/m^2
axial k_par = 8.2204 W/(m K)
tenfold via conductivity = 2000.0 W/(m K)
dilute k_perp at tenfold k_v = 2.12541 W/(m K)
axial k_par at tenfold k_v = 64.7690 W/(m K)
in-plane rise from tenfold k_v = 0.105 percent
axial ratio from tenfold k_v = 7.879 (dimensionless)
Saturation at the example geometry (all dimensionless):
k_v/k_m, beta, dilute k_perp/k_m, finite-element k_perp/k_m
3, 0.500000, 1.031416, 1.031917
19, 0.900000, 1.056549, 1.058194
100, 0.980198, 1.061588, 1.063544
1000, 0.998002, 1.062706, 1.064736
1000000, 0.999998, 1.062832, 1.064870
Dense array, diameter/pitch = 0.6, k_v/k_m = 1000000:
dense area fraction = 0.28274 (dimensionless)
dense dilute k_perp/k_m = 1.5655 (dimensionless)
dense finite-element k_perp/k_m = 1.7906 (dimensionless)
dense lower and upper bounds on k_perp/k_m = 1.7117, 1.8836 (dimensionless)
PASS
```
